**Resta's Thomas-Fermi screening model, evaluated for silicon**

The model fixes the screening radius \(R\) by \(\sinh(qR)/(qR)=\varepsilon_0\), where \(\varepsilon_0\) is the static dielectric constant, \(q=\sqrt{4k_F/\pi}\) is the Thomas-Fermi wave number and \(k_F\) is the Fermi wave number of the valence electrons, in atomic units. The program integrates the nonlinear Thomas-Fermi equation inward from \(R\) and matches it to a point charge \(Z\) at the origin. For a very weak charge it asserts that this solution reproduces the linear formulas for the radius, the position-dependent screening, the total screening charge and the dielectric function \(\varepsilon(k)\). It also asserts the plane-wave count behind the density, the value of \(q\), the small-\(k\) law, the metallic and large-\(k\) limits, and the steady fall of \(\varepsilon(k)\) for silicon on a grid up to \(k=10\) bohr⁻¹. With the rough input \(\varepsilon_0=12\), the output gives \(R=4.29\) bohr, or 2.27 Å, which is 0.96 of the nearest-neighbour distance. The nonlinear radius is smaller than the linear one by 0.09 % at \(Z=0.01\) and by 5.1 % at \(Z=1\).

## Numerical check

```python
"""Resta's Thomas-Fermi model of dielectric screening in a semiconductor.

Result under test, for a weak point charge Z in Rydberg atomic units:
    sinh(q R)/(q R) = eps0
    eps_r(r) = eps0 q R / (sinh(q(R-r)) + q r),  r <= R
    eps_k(k) = (k^2+q^2) / (k^2 + q^2 sin(kR)/(eps0 k R))
q: Thomas-Fermi wave number, q^2 = 4 kF/pi; R: screening radius;
eps0: static dielectric constant; n0: mean valence-electron density;
kF, EF: Fermi wave number and energy, EF = kF^2.
The independent road is the nonlinear Thomas-Fermi equation, integrated
inward from R and matched to the point charge at the origin.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import simpson, solve_ivp
from scipy.optimize import brentq

bohr = physical_constants["Bohr radius"][0]
lattice = physical_constants["lattice parameter of silicon"][0] / bohr
angstrom_per_bohr = bohr * 1e10
eps0 = 12.0                       # rough measured value for silicon
n0 = 32 / lattice**3              # eight atoms, four valence electrons each
kF = (3 * np.pi**2 * n0)**(1 / 3)
EF = kF**2
q = np.sqrt(4 * kF / np.pi)


def screening_radius(eps):
    x = brentq(lambda t: np.sinh(t) / t - eps, 1e-6, 50, xtol=1e-13)
    return x / q


R = screening_radius(eps0)


def eps_r(r):
    return eps0 * q * R / (np.sinh(q * (R - r)) + q * r)


def eps_k(k, eps=eps0, radius=R):
    sinc = np.sinc(k * radius / np.pi)
    return (k**2 + q**2) / (k**2 + q**2 * sinc / eps)


R_START = 1e-7


def integrate_inward(radius, Z, dense=False):
    """Nonlinear equation for w = r(v(R)-v(r))/(2Z), from R to the origin."""
    def rhs(r, y):
        ratio = 2 * Z * y[0] / (r * EF)
        density_change = n0 * np.expm1(1.5 * np.log1p(ratio))
        return [y[1], 8 * np.pi * r * density_change / (2 * Z)]
    return solve_ivp(rhs, (radius, R_START), [0.0, -1 / (eps0 * radius)],
                     method="DOP853", rtol=1e-10, atol=1e-13,
                     dense_output=dense)


def nonlinear_radius(Z):
    def charge_error(radius):
        y = integrate_inward(radius, Z).y[:, -1]
        return y[0] - R_START * y[1] - 1
    return brentq(charge_error, 0.5 * R, 1.001 * R, xtol=1e-10)


# Density of states: count plane waves in a large periodic box.
box = 300.0
m = np.arange(-50, 51)
m2 = m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2
counted = 2 * np.count_nonzero(m2 <= (kF * box / (2 * np.pi))**2) / box**3
assert abs(counted / n0 - 1) < 0.01

# Screening wave number from the change of density with Fermi energy.
h = 1e-4
slope = ((EF + h)**1.5 - (EF - h)**1.5) / (3 * np.pi**2 * 2 * h)
assert abs(8 * np.pi * slope / q**2 - 1) < 1e-6

# A very weak charge in the nonlinear theory must give the linear results;
# the tolerances allow for corrections of first order in Z.
Z_weak = 1e-4
R_weak = nonlinear_radius(Z_weak)
assert abs(R_weak / R - 1) < 1e-3
weak = integrate_inward(R_weak, Z_weak, dense=True)
r_test = np.linspace(0.2, 0.98 * R, 20)
inverse_eps = weak.sol(r_test)[0] + r_test / (eps0 * R_weak)
assert np.max(np.abs(inverse_eps * eps_r(r_test) - 1)) < 2e-3

# Screening charge and Fourier transform of the numerical density.
r = np.linspace(R_START, R_weak, 6001)
w = np.maximum(weak.sol(r)[0], 0)
delta_n = n0 * np.expm1(1.5 * np.log1p(2 * Z_weak * w / (r * EF)))
shell = 4 * np.pi * r**2 * delta_n / Z_weak
charge = simpson(shell, x=r)
assert abs(charge - (1 - 1 / eps0)) < 1e-3
for k in (0.2, 0.5, 1.0, 1.5, 2.5):
    inverse = 1 - simpson(shell * np.sinc(k * r / np.pi), x=r)
    assert abs(inverse - 1 / eps_k(k)) < 1e-3

# Small-k law, metallic limit, large-k limit and monotonic decrease.
curvature = -eps0 * (eps0 - 1 - (q * R)**2 / 6) / q**2
assert abs((eps_k(0.01) - eps0) / 0.01**2 / curvature - 1) < 5e-3
R_metal = screening_radius(1e8)
assert abs(eps_k(0.5, 1e8, R_metal) / (1 + q**2 / 0.25) - 1) < 1e-5
assert abs(eps_k(100.0) - 1) < 1e-3
assert np.all(np.diff(eps_k(np.linspace(0.001, 10, 5000))) < 0)
x_grid = np.linspace(0.01, 20, 2000)
assert np.all(np.diff(np.sinh(x_grid) / x_grid) > 0)

# Departure from linear response: proportional to Z for small Z.
charges = (0.001, 0.01, 0.1, 1.0)
radii = [nonlinear_radius(Z) for Z in charges]
shift_ratio = (radii[0] - R) / (radii[1] - R)
assert 0.08 < shift_ratio < 0.12
assert R > radii[0] > radii[1] > radii[2] > radii[3]

neighbour = np.sqrt(3) * lattice / 4
print(f"silicon lattice parameter = {lattice:.4f} bohr")
print(f"input eps(0), rough = {eps0:.0f}")
print(f"valence density n0 = {n0:.5f} bohr^-3")
print(f"plane-wave count / n0 = {counted / n0:.4f}")
print(f"kF = {kF:.4f} bohr^-1")
print(f"EF = {EF:.4f} Ry")
print(f"q^2 = {q**2:.4f} bohr^-2")
print(f"q = {q:.4f} bohr^-1")
print(f"1/q = {1 / q:.4f} bohr")
print(f"qR = {q * R:.4f}")
print(f"R = {R:.4f} bohr = {R * angstrom_per_bohr:.3f} angstrom")
print(f"nearest-neighbour distance = {neighbour:.4f} bohr")
print(f"R / nearest-neighbour distance = {R / neighbour:.4f}")
for eps in (11.0, 13.0):
    print(f"R for eps(0) = {eps:.0f}: {screening_radius(eps):.4f} bohr")
print(f"screening charge / Z, formula = {1 - 1 / eps0:.5f}")
print(f"screening charge / Z, numerical = {charge:.5f}")
print(f"small-k coefficient of k^2 = {curvature:.3f} bohr^2")
for rr in (0.5, 1.0, 2.0, 3.0, 4.0):
    print(f"r = {rr:.1f} bohr: eps_r = {eps_r(rr):.3f}")
for k in (0.2, 0.5, 1.0, 1.5, 2.5):
    metal = 1 + q**2 / k**2
    print(f"k = {k:.1f} bohr^-1: eps_k = {eps_k(k):.3f}, metal = {metal:.3f}")
for Z, radius in zip(charges, radii):
    print(f"nonlinear R, Z = {Z:g}: {radius:.4f} bohr, "
          f"change {100 * (radius / R - 1):.3f} %")
print(f"shift ratio, Z = 0.001 to 0.01: {shift_ratio:.4f}")
print("success")
```

Output:

```
silicon lattice parameter = 10.2631 bohr
input eps(0), rough = 12
valence density n0 = 0.02960 bohr^-3
plane-wave count / n0 = 0.9994
kF = 0.9570 bohr^-1
EF = 0.9158 Ry
q^2 = 1.2185 bohr^-2
q = 1.1039 bohr^-1
1/q = 0.9059 bohr
qR = 4.7326
R = 4.2874 bohr = 2.269 angstrom
nearest-neighbour distance = 4.4441 bohr
R / nearest-neighbour distance = 0.9647
R for eps(0) = 11: 4.1871 bohr
R for eps(0) = 13: 4.3790 bohr
screening charge / Z, formula = 0.91667
screening charge / Z, numerical = 0.91667
small-k coefficient of k^2 = -71.568 bohr^2
r = 0.5 bohr: eps_r = 1.708
r = 1.0 bohr: eps_r = 2.850
r = 2.0 bohr: eps_r = 6.751
r = 3.0 bohr: eps_r = 10.794
r = 4.0 bohr: eps_r = 11.986
k = 0.2 bohr^-1: eps_k = 9.715, metal = 31.462
k = 0.5 bohr^-1: eps_k = 5.067, metal = 5.874
k = 1.0 bohr^-1: eps_k = 2.267, metal = 2.218
k = 1.5 bohr^-1: eps_k = 1.540, metal = 1.542
k = 2.5 bohr^-1: eps_k = 1.197, metal = 1.195
nonlinear R, Z = 0.001: 4.2870 bohr, change -0.009 %
nonlinear R, Z = 0.01: 4.2837 bohr, change -0.086 %
nonlinear R, Z = 0.1: 4.2546 bohr, change -0.765 %
nonlinear R, Z = 1: 4.0675 bohr, change -5.129 %
shift ratio, Z = 0.001 to 0.01: 0.1024
success
```
